# Nearest-image distance in fcc-shaped and simple-cubic supercells at equal volume

**Question**

I am setting up supercells for point defects in an fcc crystal, and I want the periodic images of the defect to be as far apart as possible because their elastic fields overlap. I was told that, at equal volume, an fcc-shaped supercell has a nearest-image distance about 12 percent larger than a simple-cubic one. I cannot prove it, and my own numbers disagree.

My model crystal has one atom per primitive cell and a cubic lattice parameter of 4 Å. A supercell of 5×5×5 conventional cubes has 500 atoms and an image distance of 20 Å. A supercell of 8×8×8 primitive cells has 512 atoms and an image distance of 22.627 Å. That is a gain of 13.1 percent, not 12.

Where does the 12 percent come from, why do I get something else, and does the larger distance mean that the elastic image error is smaller?

**Answer**

The 12 percent is a property of the two shapes. Your 13.1 percent also contains a small difference in volume, and that difference cannot be removed completely in any crystal. The elastic question needs more care than the distance alone provides.

**What is being compared**

A supercell with edge vectors $\mathbf A_1,\mathbf A_2,\mathbf A_3$ repeats a defect at all translations

$$\mathbf R=n_1\mathbf A_1+n_2\mathbf A_2+n_3\mathbf A_3,\qquad n_i\ \text{integer}.$$

The nearest-image distance $d$ is the smallest nonzero $|\mathbf R|$, and the volume is $V=|\det(\mathbf A_1,\mathbf A_2,\mathbf A_3)|$. "Simple-cubic" and "fcc-shaped" describe the lattice formed by the vectors $\mathbf R$, not the arrangement of atoms inside the cell. Your crystal is fcc in both cases; only the lattice of defect images changes.

**Simple-cubic supercell**

Take three perpendicular edges of length $L$. Then

$$|\mathbf R|^2=L^2(n_1^2+n_2^2+n_3^2).$$

If $\mathbf R\neq0$, at least one integer is nonzero, so the bracket is at least 1. It equals 1 when one integer is $\pm1$ and the others vanish, which gives 6 nearest images. Therefore

$$d_{\rm sc}=L,\qquad V=L^3,\qquad d_{\rm sc}=V^{1/3}.$$

**fcc-shaped supercell**

Let $c$ be the edge of the conventional cube of the image lattice, and choose

$$\mathbf A_1=\tfrac c2(0,1,1),\quad \mathbf A_2=\tfrac c2(1,0,1),\quad \mathbf A_3=\tfrac c2(1,1,0).$$

Expanding the determinant along its first row gives

$$\det\begin{pmatrix}0&1&1\\1&0&1\\1&1&0\end{pmatrix}=0-1\,(0-1)+1\,(1-0)=2,$$

so that

$$V=2\left(\frac c2\right)^3=\frac{c^3}{4}.$$

To find the shortest translation, add the three vectors component by component:

$$\mathbf R=\tfrac c2(x,y,z),\qquad x=n_2+n_3,\quad y=n_1+n_3,\quad z=n_1+n_2.$$

The sum $x+y+z=2(n_1+n_2+n_3)$ is even. An integer and its square have the same parity, because $x^2-x=x(x-1)$ is a product of two consecutive integers and hence even. So $x^2+y^2+z^2$ is even too. For $\mathbf R\neq0$ it is positive, and the smallest positive even number is 2. Thus

$$|\mathbf R|^2=\frac{c^2}{4}(x^2+y^2+z^2)\ \ge\ \frac{c^2}{2}.$$

It remains to show that this value is reached. A sum of squares equal to 2 requires two components equal to $\pm1$ and one equal to zero. There are 3 places for the zero and 4 choices of signs, hence 12 such vectors. Each belongs to the lattice: solving for the first coefficient gives $n_1=(y+z-x)/2$, which is an integer because $y+z-x=(x+y+z)-2x$ is even; the other two follow by permutation. Therefore

$$d_{\rm fcc}=\frac{c}{\sqrt2},\qquad\text{with 12 nearest images.}$$

**The ratio at equal volume**

From $V=c^3/4$ we have $c=(4V)^{1/3}=2^{2/3}V^{1/3}$. Inserting this,

$$d_{\rm fcc}=2^{2/3-1/2}\,V^{1/3}=2^{1/6}\,V^{1/3}.$$

Dividing by $d_{\rm sc}=V^{1/3}$ at the same $V$,

$$\boxed{\frac{d_{\rm fcc}}{d_{\rm sc}}=2^{1/6}\approx1.1225}$$

The gain is 12.25 percent of the simple-cubic distance. For your volume of 8000 Å$^3$, an ideal fcc shape would have $c=(4\times8000)^{1/3}=31.748$ Å and $d_{\rm fcc}=31.748/\sqrt2=22.449$ Å, against 20 Å.

The same result can be read at equal distance. Since $d_{\rm fcc}^3=\sqrt2\,V_{\rm fcc}$ and $d_{\rm sc}^3=V_{\rm sc}$, setting the distances equal gives

$$\frac{V_{\rm fcc}}{V_{\rm sc}}=\frac1{\sqrt2}\approx0.7071.$$

An ideal fcc shape thus reaches 20 Å with 5656.9 Å$^3$, a saving of 29.3 percent in volume.

**Why your number is 13.1 percent**

Each atom of your crystal occupies 16 Å$^3$, so your two cells have volumes of 8000 and 8192 Å$^3$. At fixed shape, $d$ grows as $V^{1/3}$. The raw ratio is therefore a shape factor times a size factor:

$$\frac{22.627}{20}=1.1314\approx1.1225\times\left(\frac{8192}{8000}\right)^{1/3}.$$

The last factor is 1.0079. Dividing it out returns 1.1225. The quantity that compares shapes is $d/V^{1/3}$, not $d$ alone.

A smaller cell shows the practical benefit. With 7×7×7 primitive cells there are 343 atoms, the volume is 5488 Å$^3$ and the distance is 19.799 Å. That is 1.0 percent shorter than in your 500-atom cube, with 31 percent fewer atoms. The volume-corrected ratio is again 1.1225.

**Why the volumes cannot be made equal**

Suppose that both exact shapes fit the same unstrained crystal. Let $\mathbf a_i$ be primitive vectors of the crystal. The edges of the simple-cubic supercell are integer combinations of them,

$$\mathbf A_i=\sum_j H_{ij}\mathbf a_j,\qquad M=|\det H|.$$

The inverse of an integer matrix is an integer matrix divided by its determinant, so $MH^{-1}$ is an integer matrix. Hence $M\mathbf a_i$ is an integer combination of the $\mathbf A_j$, and so is $M$ times any crystal translation.

Apply this to a shortest translation $\mathbf f$ of the fcc-shaped supercell, which is also a crystal translation. In the perpendicular axes of the simple-cubic supercell, $M\mathbf f=L(p,q,r)$ with integers $p,q,r$. Taking squared lengths,

$$M^2d_{\rm fcc}^2=L^2(p^2+q^2+r^2)\quad\Rightarrow\quad\frac{d_{\rm fcc}^2}{L^2}\ \text{is rational}.$$

At equal volume, however, this ratio would be $(2^{1/6})^2=2^{1/3}$. That number is irrational: if $2^{1/3}=g/h$ in lowest terms, then $g^3=2h^3$, so $g$ is even; writing $g=2g'$ gives $h^3=4g'^3$, so $h$ is even as well, which contradicts lowest terms. The two exact shapes therefore never have the same volume in one unstrained crystal.

They can come close. In your crystal, $n\times n\times n$ conventional cubes contain $4n^3$ atoms, and $m\times m\times m$ primitive cells contain $m^3$. Near equality requires $m/n\approx4^{1/3}\approx1.587$, and your choice $8/5=1.6$ is a good approximation. Larger integers allow better ones. The numerical output below includes a search of all supercell lattices of the fcc crystal with up to 32 atoms: the simple-cubic shape occurs at 4 and 32 atoms, the fcc shape at 1, 8 and 27.

**If the cells are strained**

Elastic constants can be obtained by deforming a cell. Apply the same small symmetric strain to both supercells, and let $e<1$ be the largest magnitude among its principal strains. Every translation then changes its length by a factor between $1-e$ and $1+e$, and so does the shortest one. The volumes are multiplied by a common factor, so ideal cells of equal volume remain equal in volume, and

$$2^{1/6}\,\frac{1-e}{1+e}\ \le\ \frac{d'_{\rm fcc}}{d'_{\rm sc}}\ \le\ 2^{1/6}\,\frac{1+e}{1-e}.$$

For $e=0.01$ the limits are about 1.100 and 1.145. The advantage survives strains of this size, although its value is no longer fixed by the shape names alone.

**What the distance does to the elastic interaction**

In linear continuum elasticity, a point defect that exerts no net force is represented at leading order by a force dipole. Its interaction with an image follows from the static Green function $G_{ik}(\mathbf r)$, the displacement along $i$ caused by a unit point force along $k$. With elastic constants $C_{ijkl}$ and summation over repeated indices,

$$G_{ik}(\mathbf r)=\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}\,[K^{-1}(\mathbf k)]_{ik},\qquad K_{ik}(\mathbf k)=C_{ijkl}k_jk_l.$$

The matrix $K$ is invertible for $\mathbf k\ne0$ in a stable medium. To find how $G$ depends on distance, evaluate it at $s\mathbf r$ with $s>0$ and substitute $\mathbf q=s\mathbf k$. The volume element supplies $s^{-3}$. Because $K$ is quadratic, $K^{-1}(\mathbf q/s)=s^2K^{-1}(\mathbf q)$. Together,

$$G_{ik}(s\mathbf r)=\frac1s\,G_{ik}(\mathbf r).$$

Now let one defect exert forces $\mathbf f^a$ at small offsets $\mathbf s^a$, and the other forces $\mathbf g^b$ at offsets $\mathbf t^b$, with $\sum_a\mathbf f^a=\sum_b\mathbf g^b=0$. For fixed forces, the interaction energy at separation $\mathbf r$ is

$$E=-\sum_{ab}f_i^a\,g_k^b\,G_{ik}(\mathbf r+\mathbf s^a-\mathbf t^b).$$

Expand in the offsets. Terms that lack either $\mathbf s^a$ or $\mathbf t^b$ vanish because the forces on that defect sum to zero. The first surviving term contains $s_j^a(-t_l^b)$, and its minus sign cancels the one in front:

$$E=P_{ij}Q_{kl}\,\partial_j\partial_lG_{ik}(\mathbf r),\qquad P_{ij}=\sum_af_i^as_j^a,\quad Q_{kl}=\sum_bg_k^bt_l^b.$$

Two derivatives of a function that scales as $1/s$ scale as $1/s^3$. For fixed dipoles and a fixed direction of separation, a pair energy whose leading term is not zero therefore falls as $d^{-3}$, and

$$\frac{E_{\rm fcc}}{E_{\rm sc}}=\left(2^{1/6}\right)^{-3}=\frac1{\sqrt2}\approx0.7071.$$

A test with finite pairs of point forces in an isotropic medium, aligned with their separation, gives the same 0.7071.

The condition on direction matters. Nearest images lie along cube edges of the image lattice in one cell and along face diagonals in the other. In an isotropic medium the factor $1/\sqrt2$ applies if the dipoles are turned together with the separation and the leading term is not zero. It is zero for two purely dilatational defects, $P_{ij}=P\delta_{ij}$ and $Q_{kl}=Q\delta_{kl}$. With Lamé constants $\lambda$ and $\mu$, an isotropic medium has $K\mathbf k=(\lambda+2\mu)|\mathbf k|^2\mathbf k$, so $\mathbf k\cdot K^{-1}\mathbf k=1/(\lambda+2\mu)$. The energy is $-PQ$ times the Fourier integral of this constant, which vanishes for $\mathbf r\neq0$. This does not make the periodic error zero. In a cell of fixed shape and volume the $\mathbf k=0$ term is absent from the sum over reciprocal vectors, and the energy per defect is raised by $P^2/[2V(\lambda+2\mu)]$. That shift depends on the volume but not on the shape of the cell. For a defect with fixed orientation, or in an anisotropic crystal, the angular factor can change as well, and the ratio of the two pair energies need not be $1/\sqrt2$.

**Why this does not settle the total error**

The fcc shape has 12 nearest images instead of 6. Suppose each pair contributed an amount proportional to $r^{-p}$, with no angular dependence. The ratio of the first-shell sums at equal volume would be

$$\frac{12\,d_{\rm fcc}^{-p}}{6\,d_{\rm sc}^{-p}}=2^{\,1-p/6}.$$

This is below 1 for $p>6$, where the faster decay outweighs the doubled number of neighbours. For $p=3$ it is $\sqrt2\approx1.414$: each pair term is weaker, but the unsigned sum over the first shell is larger. This comparison covers the first shell only and does not carry over to the whole lattice. The simple-cubic lattice has 12 further images at $\sqrt2\,V^{1/3}$, while the second fcc shell holds only 6 images at $2^{2/3}V^{1/3}$. Summed over all shells, the unsigned fcc/sc ratio is 0.966 for $p=4$ and 0.860 for $p=6$, both below 1.

Even that is not the total elastic energy. The number of images between $r$ and $r+dr$ grows as $r^2dr$, so a sum of unsigned $r^{-3}$ terms behaves as $\int dr/r$ and diverges logarithmically. The real interaction has angular factors of both signs, and its lattice sum needs a specified summation order or boundary condition. Whether the total elastic error is smaller in the fcc-shaped cell must be decided from that full sum, for your defect and your elastic constants. The geometric result guarantees the larger separation, not a smaller total energy error.

## Table of computed values

```
crystal cubic lattice parameter: 4.0 angstrom
volume per atom: 16.0 angstrom^3
sc supercell repeats per edge: 5
sc supercell atoms: 500
sc supercell volume: 8000.0 angstrom^3
sc nearest-image distance: 20.000 angstrom
sc number of nearest images: 6
ideal equal-volume fcc cubic edge: 31.748 angstrom
ideal equal-volume fcc distance: 22.449 angstrom
fcc number of nearest images: 12
equal-volume distance ratio fcc/sc: 1.122462 (no unit)
equal-volume distance gain: 12.25 percent
equal-distance fcc volume: 5656.9 angstrom^3
equal-distance volume ratio fcc/sc: 0.7071 (no unit)
equal-distance volume saving: 29.3 percent
fcc-shaped 8x8x8 atoms: 512
fcc-shaped 8x8x8 volume: 8192.0 angstrom^3
fcc-shaped 8x8x8 distance: 22.627 angstrom
fcc-shaped 8x8x8 raw distance ratio to sc: 1.1314 (no unit)
fcc-shaped 8x8x8 volume-corrected ratio: 1.1225 (no unit)
fcc-shaped 7x7x7 atoms: 343
fcc-shaped 7x7x7 volume: 5488.0 angstrom^3
fcc-shaped 7x7x7 distance: 19.799 angstrom
fcc-shaped 7x7x7 raw distance ratio to sc: 0.9899 (no unit)
fcc-shaped 7x7x7 volume-corrected ratio: 1.1225 (no unit)
sublattices searched, up to 32 atoms: 22528
atom counts allowing exact sc shape: [4, 32]
atom counts allowing exact fcc shape: [1, 8, 27]
Poisson ratio in dipole test: 0.30 (no unit)
force-pair arm in dipole test: 0.2 angstrom
single dipole-pair energy ratio fcc/sc: 0.7071 (no unit)
first-shell sum of r^-3, ratio fcc/sc: 1.4142 (no unit)
```
